# Condition for the 3x1 hydride phase on Si(100)

Let $f_1$, $f_3$ and $f_2$ be the formation energies per surface silicon atom of the monohydride 2x1, the mixed 3x1 and the dihydride 1x1 phases of Si(100). Their hydrogen coverages, in atoms per surface silicon atom, are

$$
\theta_1=1,\qquad \theta_3=\tfrac43,\qquad \theta_2=2 .
$$

A condition for 3x1 to appear somewhere between the other two must survive two changes of convention. Moving the zero of surface energy adds the same constant to every $f_i$. Moving the energy zero of hydrogen adds a constant times $\theta_i$. Three energies with two such freedoms leave one independent combination, $\alpha f_1+\beta f_2+f_3$, whose coefficients obey

$$
\alpha+\beta+1=0,\qquad \alpha+2\beta+\tfrac43=0 .
$$

Subtracting the first equation from the second gives $\beta=-1/3$, and then $\alpha=-2/3$. If these energies alone decide the matter, there is no other energy with which to compare the combination, so only its sign can count. A lower $f_3$ favours 3x1, so the condition must have the form

$$
f_3<\tfrac23 f_1+\tfrac13 f_2 . \tag{1}
$$

The phase energies confirm this and show what else is needed. A 3x1 cell contains three surface silicon atoms. Two form a dimer with one hydrogen on each atom, and the third carries two hydrogens. The cell therefore holds four hydrogens, and $\theta_3=4/3$. Let $\mu$ be the chemical potential of hydrogen, counted per atom from half an H$_2$ molecule in its ground level, and let $f_i$ be the formation free energy at $\mu=0$, vibrations included. The number of surface silicon atoms is held fixed, so etching is excluded for now. Taking $\theta_i$ hydrogens from the reservoir costs $\theta_i\mu$, and the stable phase is the one with the lowest

$$
\omega_i=f_i-\theta_i\mu . \tag{2}
$$

Of two phases, the one with more hydrogen wins above the $\mu$ at which their $\omega$ are equal. For 2x1 and 3x1, $f_1-\mu=f_3-\frac43\mu$ gives $\frac13\mu=f_3-f_1$. For 3x1 and 1x1, $f_3-\frac43\mu=f_2-2\mu$ gives $\frac23\mu=f_2-f_3$. Hence

$$
\mu_{13}=3(f_3-f_1),\qquad \mu_{32}=\tfrac32(f_2-f_3). \tag{3}
$$

The 3x1 phase beats the monohydride for $\mu>\mu_{13}$ and the dihydride for $\mu<\mu_{32}$. Both hold somewhere if and only if $\mu_{13}<\mu_{32}$. The width of the window is

$$
\Delta\mu=\mu_{32}-\mu_{13}
=3f_1+\tfrac32f_2-\tfrac92f_3
=\tfrac92\left(\tfrac23f_1+\tfrac13f_2-f_3\right), \tag{4}
$$

which is positive precisely under condition (1).

The clean surface, with energy $f_0$ and no hydrogen, adds a separate requirement. It gives way to the monohydride at $\mu_{01}=f_1-f_0$. If $\mu_{01}$ lay above $\mu_{13}$, the monohydride would have no range of its own, and 3x1 could not lie between it and the dihydride. The full sequence clean, 2x1, 3x1, 1x1 therefore requires

$$
f_1-f_0<3(f_3-f_1)<\tfrac32(f_2-f_3). \tag{5}
$$

These inequalities also suffice. Each phase then beats its neighbours between its two crossings, and the ordering of the crossings carries the comparison on to the more distant phases.

Condition (1) also applies without a hydrogen reservoir. Fix the coverage at 4/3 and let a fraction $x$ of the surface atoms lie in large monohydride domains, the rest in dihydride domains. Then $x+2(1-x)=4/3$, so $x=2/3$, and the separated surface has energy $\frac23f_1+\frac13f_2$ per atom if domain walls are neglected. Condition (1) says that the ordered 3x1 surface is lower than this mixture. This reading matters when kinetics rather than equilibrium with a gas sets the coverage.

The origin of the energy difference can be seen along a line of surface atoms parallel to the dimer bonds. Denote a monohydride dimer by M and a dihydride unit by D. Give them internal energies $e_M$ and $e_D$, and let neighbouring units interact through contact energies $J_{MM}$, $J_{MD}$ and $J_{DD}$. A repeated M has one MM contact per unit, a repeated D has one DD contact, and the alternating line has two MD contacts per cell:

$$
2f_1=e_M+J_{MM},\qquad f_2=e_D+J_{DD},\qquad 3f_3=e_M+e_D+2J_{MD}. \tag{6}
$$

The internal energies cancel in the combination

$$
\varepsilon\equiv 2f_1+f_2-3f_3=J_{MM}+J_{DD}-2J_{MD},\qquad \Delta\mu=\tfrac32\varepsilon . \tag{7}
$$

Condition (1) is $\varepsilon>0$. Repulsion between adjacent dihydrides, $J_{DD}>0$, favours 3x1 because alternation removes every DD contact.

To see whether other sequences intervene, take a closed line with $N_M$ dimers, $N_D$ dihydrides and $N_b$ contacts between unlike units. Each unit has two contacts, and each like contact is shared by two units of the same kind. There are therefore $N_M-N_b/2$ MM contacts and $N_D-N_b/2$ DD contacts. The energy is

$$
E=2f_1N_M+f_2N_D-\tfrac12\varepsilon N_b . \tag{8}
$$

For $\varepsilon>0$ the lowest energy has the largest possible $N_b$, which is twice the smaller of $N_M$ and $N_D$. If $N_M>N_D$, equation (8) becomes $E=3f_3N_D+2f_1(N_M-N_D)$, the energy of a mixture of 3x1 and 2x1. If $N_D>N_M$, it is that of a mixture of 3x1 and 1x1. No further phase gains a window of finite width while only nearest neighbours interact. For $\varepsilon<0$ the unlike contacts cost energy, and the line separates into 2x1 and 1x1.

Interactions of longer range can break this result. Let two dihydrides separated by a single dimer repel with energy $K>0$. This raises $f_3$ by $K/3$. The sequence MMD, with five silicon and six hydrogen atoms, avoids the cost and has energy $f_5=(3f_3+2f_1)/5$ per atom, where $f_3$ is the value without $K$. It competes with 3x1 at

$$
\mu=\frac{f_3+K/3-f_5}{4/3-6/5}
=\frac{\frac25(f_3-f_1)+K/3}{2/15}
=\mu_{13}+\tfrac52K , \tag{9}
$$

while the upper edge falls to $\mu_{32}-\frac12K$. For small $K$ the window thus loses $3K$. Condition (1) is necessary, but once other phases are admitted 3x1 must also lie below the straight line joining any two phases with coverages on either side of 4/3 in a plot of energy against coverage.

For a numerical case, take the round model values $f_0=0$, $f_1=-0.90$, $f_3=-0.88$ and $f_2=-0.75$ eV per surface atom. They are meant to lie in the rough range of hydrogenated Si(100) and are not calculated energies of it. The right side of condition (1) is

$$
\tfrac23(-0.90)+\tfrac13(-0.75)=-0.850\ \text{eV},
$$

so 3x1 lies 0.030 eV per surface atom below the separated mixture, and $\varepsilon=3\times0.030=0.090$ eV per cell. The crossings are

$$
\mu_{01}=-0.900\ \text{eV},\qquad
\mu_{13}=3(0.02)=0.060\ \text{eV},\qquad
\mu_{32}=\tfrac32(0.13)=0.195\ \text{eV}.
$$

Both inequalities in (5) hold, and the window is 0.135 eV wide. Without 3x1, the monohydride would change directly into the dihydride at $f_2-f_1=0.150$ eV, which lies inside this window. The width is 4.5 times the margin in $f_3$, so an error of 0.01 eV in $f_3$ alone moves it by 0.045 eV. With $K=0.010$ eV, a search over all periodic sequences of up to nine units gives a window from 0.085 to 0.190 eV, in agreement with equation (9) and a loss of $3K$.

The steric origin of $\varepsilon$ was tested on pairs of silane molecules placed as neighbouring surface units, with hydrogen standing in for the bonds to other silicon atoms. The surface atoms of two neighbouring dihydrides are 0.384 nm apart. A dimer atom is shifted by 0.072 nm towards its partner, away from the neighbouring unit, and lowered by 0.021 nm. Second-order Møller–Plesset theory (MP2) in the 6-31G** basis, with the counterpoise correction, gives 0.593 eV for two upright dihydrides, whose closest hydrogens are 0.142 nm apart. Tilting both by 20 degrees in the same sense opens the gap to 0.177 nm and lowers the energy to 0.316 eV. The MD and MM contacts give 0.000 and $-0.003$ eV, with hydrogen gaps of 0.288 and 0.429 nm. Hence

$$
\varepsilon_{\rm upright}=-0.003+0.593-0=0.590\ \text{eV},\qquad
\varepsilon_{\rm tilted}=-0.003+0.316-0=0.313\ \text{eV}.
$$

The sign supports the steric explanation. The size is well above the chosen 0.090 eV, so the clusters do not justify that value. They omit the strain of the substrate and all relaxation except the imposed tilt, whose angle is chosen and not optimised. The tilt also turns the whole molecule, back bonds included, at no cost. Since only the 1x1 dihydride is tilted, $e_D$ no longer cancels and the cost of tilting should be added to $\varepsilon$. If the back bonds are held fixed and only the upper hydrogens are tilted by 20 degrees, the contact is about 0.34 eV and the deformation costs about 0.21 eV per unit, together close to the upright value. The energies are also not converged with basis: in the larger def2-TZVPP basis the tilted DD contact falls from 0.316 to about 0.23 eV, and in the def2-TZVP basis the MD and MM contacts move to about $-0.012$ and $-0.007$ eV. The second-order treatment of correlation adds an error of its own. If the tilted 6-31G** value held on the surface, equation (7) would give a window about 0.47 eV wide. The larger-basis DD energy, with the other contacts unchanged, would reduce this to about 0.34 eV. The chosen tilt matters as well: at 30 degrees instead of 20, the DD energy in the 6-31G** basis is about 0.21 eV instead of 0.316 eV. Only the sign of $\varepsilon$, not its size, should therefore be read from these clusters.

At finite temperature the sequence of units is disordered even if each $f_i$ is known. Treat the lines as independent, write $\beta=1/k_BT$, and let $\omega$ now be the grand potential per silicon atom of a disordered line. The partition function of a line of $L$ atoms grows as $e^{-\beta\omega L}$. Multiply it by $e^{\beta\omega'L}$ and sum over all lengths. The sum can be arranged by the number of units, each further unit contributing one factor of a matrix $A$ with elements

$$
A_{ab}=\exp[-\beta(e_b+J_{ab}-2\mu-\ell_b\omega')],
$$

where $\ell_M=2$ and $\ell_D=1$ are the numbers of silicon atoms, and both kinds of unit carry two hydrogens. The sum first diverges when $\omega'$ reaches $\omega$, which is also where the largest eigenvalue of $A$ reaches 1. Therefore $\omega$ is the lowest root of $\det(1-A)=0$. By equations (2) and (6), the diagonal elements at this root are

$$
a\equiv A_{MM}=e^{2\beta(\omega-\omega_1)},\qquad
d\equiv A_{DD}=e^{\beta(\omega-\omega_2)}, \tag{10}
$$

and $A_{MD}A_{DM}=e^{3\beta(\omega-\omega_3)}$. The determinant gives

$$
(1-a)(1-d)=e^{3\beta(\omega-\omega_3)} . \tag{11}
$$

If $r$ is the eigenvector with $Ar=r$, the probability that unit $b$ follows unit $a$ is $A_{ab}r_b/r_a$. Thus $a$ is the probability that a dimer follows a dimer, and $d$ the probability that a dihydride follows a dihydride. Changes from M to D are as frequent as changes from D to M, so the numbers of units are in the ratio $N_M:N_D=(1-d):(1-a)$. The coverage is

$$
\theta=\frac{2(N_M+N_D)}{2N_M+N_D}=\frac{2(2-a-d)}{3-a-2d}. \tag{12}
$$

Since $3\omega_3=2\omega_1+\omega_2-\varepsilon$, the right side of equation (11) equals $ad\,e^{\beta\varepsilon}$, and

$$
\frac{(1-a)(1-d)}{ad}=e^{\varepsilon/k_BT}. \tag{13}
$$

Two limits show what this means. As $T\to0$, $\omega$ tends to the lowest of $\omega_1$, $\omega_2$ and $\omega_3$. It lies below all three, because $a$, $d$ and the right side of (11) are less than 1. If it stayed below them by a finite amount, the left side of (11) would tend to 1 and the right side to 0. The sharp phases of equation (2) are thus recovered. When $\varepsilon=0$, equation (13) gives $a+d=1$, so the next unit does not depend on the previous one. At coverage 4/3 the numbers of M and D are equal, hence $a=d$ and

$$
a=\frac{1}{1+e^{\varepsilon/2k_BT}} . \tag{14}
$$

A coverage of 4/3 is therefore no proof of 3x1 order, since a random line with equal numbers of the two units has it as well.

At 400 K, $k_BT=0.0345$ eV, and equation (14) gives $a\approx0.21$. About one contact in five joins like units, and faults are on average some five contacts apart. At the centre of the window, $\mu=0.1275$ eV, the relations give $a=0.197$, $d=0.231$ and $\theta=1.343$. With the $f_i$ and $\mu$ held fixed, $a$ and $d$ are 0.141 and 0.157 at 300 K, and 0.262 and 0.331 at 600 K. A larger $\varepsilon$ would lengthen the ordered stretches, but by equation (13) $a$ and $d$ cannot both vanish at finite $\varepsilon$ and $T>0$, so a single line always contains faults. Long-range 3x1 order at 400 K thus needs coupling between the lines, which this model omits.

Vibrations enter through the free energies $f_i$. For rough dihydride modes between 600 and 2100 cm$^{-1}$, a 2% rise in all frequencies adds 0.0092 eV per unit at 400 K. If crowding caused such a rise in the 1x1 phase alone, $f_2$ would increase by this amount and the window would widen by $\frac32\times0.0092\approx0.014$ eV, about a tenth of its width. A fall in the frequencies would narrow it.

On real Si(100), the 3x1 phase is prepared with atomic hydrogen at roughly 400 K, while higher temperatures near 600 K give the monohydride. Hydrogen can also remove silicon from a real surface, which the model has excluded so far. Stability against etching to silane requires $4\mu\le\mu_{\rm SiH_4}$, with the silane potential counted from bulk silicon and two H$_2$ molecules. For a rough formation energy of 0.40 eV per molecule and ideal gas at 400 K, this limits $\mu$ to about $-0.09$ eV at 760 Torr of silane and to about $-0.26$ eV at $10^{-6}$ Torr. The thermal free energies of bulk silicon and of the silane vibrations are left out here and would raise both limits by about 0.01 eV. Both lie below the 0.060 eV at which 3x1 begins, so in this example 3x1 can persist only while etching is slow. This ordering depends on the chosen energies: lowering $f_3-f_1$ by 0.05 eV per atom would move the onset to $-0.09$ eV, below the limit at 760 Torr, so it cannot be carried over to the real surface without calculated energies. Nor do the hydrogen gases considered place the surface in the window. Molecular hydrogen at 760 Torr has $\mu=-0.229$ eV, on the monohydride side. Atomic hydrogen at $10^{-6}$ Torr has $\mu\approx1.1$ eV, far on the dihydride side. For these numbers, 3x1 has to be understood as order at a coverage near 4/3 that is set by the competing rates of hydrogen uptake and loss. Condition (1) then says whether such a surface gains energy by ordering or by separating, while the rates decide whether that coverage is reached. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
f clean, 2x1, 3x1, 1x1: 0.00 -0.90 -0.88 -0.75 eV per surface atom
chord value at coverage 4/3: -0.850 eV per surface atom
margin of 3x1 below chord: 0.030 eV per surface atom
margin per 3x1 cell: 0.090 eV
mu clean/2x1: -0.900 eV
mu 2x1/3x1: 0.060 eV
mu 3x1/1x1: 0.195 eV
3x1 window width: 0.135 eV
mu 2x1/1x1 if 3x1 were absent: 0.150 eV
random cases with / without 3x1: 248 / 252
second-neighbour repulsion assumed: 0.010 eV
window with it: 0.085 to 0.190 eV, width 0.105 eV
temperature of example: 400 K, kT = 0.0345 eV
mu at window centre: 0.1275 eV
line at 300 K: P(M after M) 0.141, P(D after D) 0.157, coverage 1.338
line at 400 K: P(M after M) 0.197, P(D after D) 0.231, coverage 1.343
line at 600 K: P(M after M) 0.262, P(D after D) 0.331, coverage 1.356
surface atom spacing: 0.384 nm
Si-H and dimer bond lengths: 0.148, 0.240 nm
dimer atom shift and drop: 0.072, 0.021 nm
cant angle: 20 degrees
MP2 contact DD upright: closest H-H 0.142 nm, energy 0.593 eV
MP2 contact DD canted: closest H-H 0.177 nm, energy 0.316 eV
MP2 contact MD: closest H-H 0.288 nm, energy 0.000 eV
MP2 contact MM: closest H-H 0.429 nm, energy -0.003 eV
2J_MD-J_MM-J_DD, upright: -0.590 eV per 3x1 cell
2J_MD-J_MM-J_DD, canted: -0.313 eV per 3x1 cell
dihydride modes assumed: 2100 2100 900 600 600 600 cm^-1
free-energy change for 2% mode shift: 0.0092 eV per unit
H2 bond energy assumed: 4.5 eV
mu of H2 gas at 760 Torr: -0.229 eV
mu of atomic H gas at 1e-6 Torr: 1.131 eV
silane formation energy assumed: 0.40 eV per molecule
silane limit on mu at 1e-06 Torr SiH4: -0.261 eV
silane limit on mu at 760 Torr SiH4: -0.085 eV
```
